# Conductance peak of a uniform continuum of MOS interface traps: a program that tests the result

```python
"""
Result under test: for a uniform continuum of interface traps exchanging
electrons with the conduction band only,
    Gp/omega = C_it * ln(1 + x^2) / (2 x),   x = omega * tau,
with one maximum near x = 1.98 of height near 0.402 C_it.
tau  = 1/(capture coefficient * surface electron density)
C_it = e^2 * D_it, D_it = traps per area and energy
u    = (trap energy - Fermi energy)/kT, f = equilibrium occupation
response = trap charge phasor / (C_it * surface potential phasor);
its negative imaginary part is Gp/(omega C_it).
Example: 4H-SiC/SiO2 capacitor, rough typical parameters, cm-based units.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar, brentq
from scipy.special import expit, lambertw


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def response(x, slope_d=0.0, slope_s=0.0, step=0.1):
    """Sum of single-level responses over trap energy.
    slope_d: D_it grows as exp(slope_d*u); slope_s: the capture
    cross section falls as exp(-slope_s*u)."""
    u = np.arange(-40.0, 60.0 + step / 2, step)
    f = expit(-u)
    weight = f * expit(u) * np.exp(slope_d * u)
    x = np.atleast_1d(x)[:, None]
    level = weight / (1 + 1j * x * f * np.exp(slope_s * u))
    return step * level.sum(axis=1)


def summed_loss(x, slope_d=0.0, slope_s=0.0):
    return -response(x, slope_d, slope_s)[0].imag


def formula_loss(x):
    return np.log1p(x * x) / (2 * x)


def find_peak(loss):
    r = minimize_scalar(lambda s: -loss(np.exp(s)), bounds=(-3, 5),
                        method="bounded", options={"xatol": 1e-9})
    return np.exp(r.x), -r.fun


def driven_traps(x, amplitude, steps=2000):
    """Nonlinear rate equations driven in time; time unit is tau.
    Returns the fundamental response of the continuum and of the
    single level at the Fermi energy."""
    spacing = 0.25
    u = spacing * np.arange(-80, 121)
    emission = np.exp(u)
    f = expit(-u)
    dt = 2 * np.pi / (x * steps)
    periods = int(np.ceil(20 * x / (2 * np.pi))) + 1
    total, single = 0j, 0j
    for k in range(periods * steps):
        capture = np.exp(amplitude * np.cos(2 * np.pi * (k + 0.5) / steps))
        rate = capture + emission
        target = capture / rate
        f = target + (f - target) * np.exp(-rate * dt)
        if k >= (periods - 1) * steps:
            turn = np.exp(-2j * np.pi * (k + 1) / steps)
            total += spacing * f.sum() * turn
            single += f[80] * turn
    scale = 2 / (steps * amplitude)
    return total * scale, single * scale


# ---- admittance: time-domain dynamics and energy sums against formulas
worst_time = 0.0
for x in (0.5, 1.98):
    total, single = driven_traps(x, 0.01)
    expected = np.arctan(x) / x - 1j * formula_loss(x)
    expected_single = 0.25 / (1 + 0.5j * x)
    worst_time = max(worst_time, abs(total - expected),
                     abs(single - expected_single))
assert worst_time < 1e-4

x_test = np.logspace(-3, 4, 60)
closed = np.arctan(x_test) / x_test - 1j * formula_loss(x_test)
worst_sum = np.max(np.abs(response(x_test) - closed))
assert worst_sum < 1e-10
step_shift = np.max(np.abs(response(x_test) - response(x_test, step=0.05)))
assert step_shift < 1e-10

# ---- peak, uniqueness, area
root = np.exp(2 + lambertw(-2 * np.exp(-2)).real)
x_peak = np.sqrt(root - 1)
height = x_peak / (1 + x_peak**2)
x_num, h_num = find_peak(summed_loss)
assert abs(x_num - x_peak) < 1e-5 and abs(h_num - height) < 1e-9
curve = -response(np.exp(np.arange(-8, 8, 0.05))).imag
assert np.count_nonzero(np.diff(np.sign(np.diff(curve)))) == 1
log_x = np.arange(-25, 30, 0.05)
area = 0.05 * np.sum(-response(np.exp(log_x)).imag)
assert abs(area - np.pi / 2) < 1e-8
x_low = brentq(lambda x: formula_loss(x) - height / 2, 1e-3, x_peak)
x_high = brentq(lambda x: formula_loss(x) - height / 2, x_peak, 1e3)


def level_share(u):
    f = expit(-u)
    return f * expit(u) * x_peak * f / (1 + (x_peak * f)**2)


near_share = quad(level_share, -3, 3)[0] / height

# ---- example inputs (rough typical or chosen values)
e = sc.e
eps0 = sc.epsilon_0 / 100            # F/cm
temperature = 300.0                  # K
d_it = 1e12                          # 1/(cm2 eV)
sigma = 1e-16                        # cm2
depth = 0.35                         # eV below conduction band
donors = 1e16                        # 1/cm3
oxide_nm = 50.0
eps_ox, eps_sic = 3.9 * eps0, 9.7 * eps0
masses = np.array([0.6, 0.3, 0.3])   # electron masses
mass_dos = np.prod(masses)**(1 / 3)


def carrier_data(temp):
    """kT in eV, band density, mean speed, surface density, tau."""
    kt = sc.k * temp / e
    m = mass_dos * sc.m_e
    band = 6 * (m * sc.k * temp / (2 * np.pi * sc.hbar**2))**1.5 * 1e-6
    speed = np.sqrt(8 * sc.k * temp / (np.pi * m)) * 100
    n_surface = band * np.exp(-depth / kt)
    return kt, band, speed, n_surface, 1 / (sigma * speed * n_surface)


kt, band, speed, n_surface, tau = carrier_data(temperature)
bending = depth - kt * np.log(band / donors)
v = bending / kt


def depletion_charge(psi):
    integral = quad(lambda y: 1 - np.exp(-y), 0, psi / kt, epsabs=0)[0]
    return np.sqrt(2 * eps_sic * e * donors * kt * integral)


charge = depletion_charge(bending)
c_dep = (eps_sic * e * donors * (1 - np.exp(-v))
         / np.sqrt(2 * eps_sic * e * donors * kt * (np.exp(-v) + v - 1)))
slope = (depletion_charge(bending + 1e-4)
         - depletion_charge(bending - 1e-4)) / 2e-4
assert abs(slope / c_dep - 1) < 1e-5
c_ox = eps_ox / (oxide_nm * 1e-7)
c_it = e * d_it

# ---- simulated measurement and removal of the oxide
x_scan = np.exp(np.arange(-4, 5, 0.002))
omega = x_scan / tau
y_semi = 1j * omega * (c_dep + c_it * response(x_scan))
y_ox = 1j * omega * c_ox
y_meas = y_semi * y_ox / (y_semi + y_ox)
g_m, c_m = y_meas.real, y_meas.imag / omega
corrected = omega * c_ox**2 * g_m / (g_m**2 + omega**2 * (c_ox - c_m)**2)
assert np.allclose(corrected, y_semi.real / omega, rtol=1e-8)
top = np.argmax(corrected)
d_found = corrected[top] / (height * e)
tau_found = x_peak / omega[top]
assert abs(d_found / d_it - 1) < 1e-5
assert abs(tau_found / tau - 1) < 3e-3   # frequency grid spacing
raw_top = np.argmax(g_m / omega)

# ---- neglected effects
spread = 1.5                         # fluctuation, in kT
z = np.linspace(-8, 8, 801)
gauss = np.exp(-z * z / 2)
gauss /= gauss.sum()
x_fluct, h_fluct = find_peak(
    lambda x: np.sum(gauss * formula_loss(x * np.exp(spread * z))))
fold = 0.1                           # eV per factor e
x_ds, h_ds = find_peak(lambda x: summed_loss(x, slope_d=kt / fold))
x_ss, h_ss = find_peak(lambda x: summed_loss(x, slope_s=kt / fold))

border = 1e19                        # border traps, 1/(cm3 eV)
barrier, mass_ox = 2.7 + depth, 0.4  # eV, electron masses
kappa = np.sqrt(2 * mass_ox * sc.m_e * barrier * e) / sc.hbar * 1e-9
depth_sum = quad(lambda d: formula_loss(x_peak * np.exp(2 * kappa * d)),
                 0, 5)[0]
depth_closed = (np.pi / 2 - np.arctan(x_peak)
                + formula_loss(x_peak)) / (2 * kappa)
assert abs(depth_sum / depth_closed - 1) < 1e-6
border_ratio = border * depth_sum * 1e-7 / (d_it * height)

gate_mv = 20.0
surface_mv = gate_mv * abs(y_ox[top] / (y_ox[top] + y_semi[top]))
large, _ = driven_traps(x_peak, surface_mv * 1e-3 / kt)
amplitude_change = -large.imag / height - 1

epi_um, mobility = 10.0, 900.0
resistance = epi_um * 1e-4 / (e * donors * mobility)
resistance_ratio = (omega[top]**2 * resistance * c_m[top]**2) / g_m[top]

cosines, weights = np.polynomial.legendre.leggauss(40)
phi = 2 * np.pi * np.arange(80) / 80
sines = np.sqrt(1 - cosines**2)[:, None]
inverse = mass_dos / masses
speed_map = np.sqrt(inverse[0] * (sines * np.cos(phi))**2
                    + inverse[1] * (sines * np.sin(phi))**2
                    + inverse[2] * cosines[:, None]**2)
speed_ratio = np.sum(weights * speed_map.mean(axis=1)) / 2
gap, valence = 3.26, 2e19            # eV, 1/cm3
hole_ratio = sigma * speed * valence * np.exp(-(gap - depth) / kt) * tau
tau_hot = carrier_data(450.0)[4]

# ---- output
show("Largest error, driven rate equations", worst_time, digits=2)
show("Largest error, energy sum", worst_sum, digits=2)
show("Shift on halving energy step", step_shift, digits=2)
show("Peak position omega*tau", x_peak, digits=6)
show("Peak height / C_it", height, digits=6)
show("Area over ln(omega) / C_it", area, digits=6)
show("Lower half-height omega*tau", x_low)
show("Upper half-height omega*tau", x_high)
show("Half-height frequency ratio", x_high / x_low)
show("Peak share of levels within 3 kT", near_share)
show("Temperature", temperature, "K")
show("Thermal energy kT", kt, "eV")
show("Input D_it", d_it, "cm^-2 eV^-1")
show("Capture cross section", sigma, "cm2")
show("Surface Fermi level below band", depth, "eV")
show("Donor density", donors, "cm^-3")
show("Oxide thickness", oxide_nm, "nm")
show("Conduction-band density", band, "cm^-3")
show("Mean electron speed", speed, "cm/s")
show("Surface electron density", n_surface, "cm^-3")
show("Band bending", bending, "eV")
show("Capture time tau", tau * 1e6, "us")
show("Peak frequency", x_peak / (2 * np.pi * tau) / 1e3, "kHz")
show("C_it", c_it * 1e9, "nF/cm2")
show("Oxide capacitance", c_ox * 1e9, "nF/cm2")
show("Depletion capacitance", c_dep * 1e9, "nF/cm2")
show("Measured C at Gp/omega peak", c_m[top] * 1e9, "nF/cm2")
show("Measured G/omega there", g_m[top] / omega[top] * 1e9, "nF/cm2")
show("Corrected Gp/omega peak", corrected[top] * 1e9, "nF/cm2")
show("Recovered D_it", d_found, "cm^-2 eV^-1")
show("Raw G/omega peak at omega*tau", x_scan[raw_top])
show("Fluctuation width chosen", spread, "kT")
show("Fluctuations: peak omega*tau", x_fluct)
show("Fluctuations: height / C_it", h_fluct)
show("Energy per factor e, both slopes", fold, "eV")
show("D_it slope: peak omega*tau", x_ds)
show("D_it slope: height / C_it", h_ds)
show("Cross-section slope: omega*tau", x_ss)
show("Cross-section slope: height / C_it", h_ss)
show("Border-trap density chosen", border, "cm^-3 eV^-1")
show("Tunnel depth per decade of time", np.log(10) / (2 * kappa), "nm")
show("Border-trap loss / interface loss", border_ratio)
show("Gate signal amplitude", gate_mv, "mV")
show("Surface signal amplitude", surface_mv, "mV")
show("Height change from amplitude", 100 * amplitude_change, "%", 3)
show("Epilayer series resistance", resistance, "ohm cm2")
show("Its added loss / measured loss", resistance_ratio, digits=3)
show("Anisotropic / isotropic mean speed", speed_ratio)
show("Degeneracy measure n_s/N_c", n_surface / band, digits=3)
show("Response lost past band edge", expit(-depth / kt), digits=3)
show("Hole emission rate times tau", hole_ratio, digits=2)
show("Oxide field from depletion charge", charge / eps_ox / 1e6, "MV/cm")
show("Peak frequency at 450 K",
     x_peak / (2 * np.pi * tau_hot) / 1e3, "kHz")
print("checks complete")
```

Running it gives:

```
Largest error, driven rate equations: 1.2e-05
Largest error, energy sum: 1.5e-14
Shift on halving energy step: 7.1e-14
Peak position omega*tau: 1.98029
Peak height / C_it: 0.402371
Area over ln(omega) / C_it: 1.5708
Lower half-height omega*tau: 0.4402
Upper half-height omega*tau: 12.62
Half-height frequency ratio: 28.66
Peak share of levels within 3 kT: 0.9464
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Input D_it: 1e+12 cm^-2 eV^-1
Capture cross section: 1e-16 cm2
Surface Fermi level below band: 0.35 eV
Donor density: 1e+16 cm^-3
Oxide thickness: 50 nm
Conduction-band density: 1.749e+19 cm^-3
Mean electron speed: 1.75e+07 cm/s
Surface electron density: 2.308e+13 cm^-3
Band bending: 0.157 eV
Capture time tau: 24.76 us
Peak frequency: 12.73 kHz
C_it: 160.2 nF/cm2
Oxide capacitance: 69.06 nF/cm2
Depletion capacitance: 72.26 nF/cm2
Measured C at Gp/omega peak: 49.87 nF/cm2
Measured G/omega there: 5.366 nF/cm2
Corrected Gp/omega peak: 64.47 nF/cm2
Recovered D_it: 1e+12 cm^-2 eV^-1
Raw G/omega peak at omega*tau: 5.333
Fluctuation width chosen: 1.5 kT
Fluctuations: peak omega*tau: 2.34
Fluctuations: height / C_it: 0.2772
Energy per factor e, both slopes: 0.1 eV
D_it slope: peak omega*tau: 2.699
D_it slope: height / C_it: 0.4008
Cross-section slope: omega*tau: 2.371
Cross-section slope: height / C_it: 0.4546
Border-trap density chosen: 1e+19 cm^-3 eV^-1
Tunnel depth per decade of time: 0.2035 nm
Border-trap loss / interface loss: 0.191
Gate signal amplitude: 20 mV
Surface signal amplitude: 5.77 mV
Height change from amplitude: -0.44 %
Epilayer series resistance: 0.0006935 ohm cm2
Its added loss / measured loss: 2.57e-05
Anisotropic / isotropic mean speed: 1.02
Degeneracy measure n_s/N_c: 1.32e-06
Response lost past band edge: 1.32e-06
Hole emission rate times tau: 1.1e-43
Oxide field from depletion charge: 0.05502 MV/cm
Peak frequency at 450 K: 2611 kHz
checks complete
```
